# Why a leaky mode grows sideways while it decays forward

A thin film of silicon carbide lies on an oxide layer, and the oxide lies on a thick silicon carbide wafer. Light runs along the film, held there by its high refractive index. The wafer has the same high index, so light that tunnels through the oxide can travel away in it. The guided power therefore falls with distance. Yet the mode that describes this loss has a field that becomes larger, without limit, as one goes deeper into the wafer. How can a guide that is losing light be surrounded by more light the farther one looks?

The answer lies in when the deep light left the guide. A slab model shows this with a few lines of algebra, and the same algebra describes an electron escaping from a well.

## The slab and its leaky mode

Let $z$ run along the guide and $x$ point down into the wafer, with $x=0$ at the wafer surface. The index $n(x)$ is uniform within each layer, and at first nothing absorbs. The electric field lies along $y$, in the film plane, and nothing depends on $y$. For angular frequency $\omega$ and $k_0=\omega/c$, Maxwell's equations reduce to $\nabla^2E+k_0^2n^2E=0$. With $E=\phi(x)e^{i\beta z-i\omega t}$ this becomes

$$\phi''+(k_0^2n^2-\beta^2)\phi=0,$$

where $\phi$ and $\phi'$ are continuous at each interface.

Write $\beta=\beta_r+i\alpha/2$ with $\beta_r>0$. Then $|E|^2\propto e^{-\alpha z}$, so $\alpha$ is the attenuation of power. In the wafer, of index $n_s$, the solution is

$$\phi\propto e^{i\kappa x},\qquad \kappa^2=k_0^2n_s^2-\beta^2 .$$

Nothing shines on the guide from below, so we choose the outgoing wave, for which $\kappa_r=\mathrm{Re}\,\kappa>0$. The imaginary part of $\beta^2$ is $\beta_r\alpha$, and that of $\kappa^2$ is $2\kappa_r\kappa_i$. Hence

$$2\kappa_r\kappa_i=-\beta_r\alpha .$$

With $\alpha$, $\beta_r$ and $\kappa_r$ positive, $\kappa_i$ is negative. Since $|e^{i\kappa x}|^2=e^{-2\kappa_ix}$, the intensity in the wafer is

$$I(x,z)=I_0\,e^{gx-\alpha z},\qquad g=-2\kappa_i=\frac{\alpha\beta_r}{\kappa_r}.$$

Decay along $z$ and outward flow together force growth along $x$.

## Could another solution avoid the growth?

An energy balance shows that it could not. Multiply the equation for $\phi$ by $\phi^*$ and use $(\phi^*\phi')'=|\phi'|^2+\phi^*\phi''$. The term $|\phi'|^2$ is real, so

$$\frac{d}{dx}\mathrm{Im}(\phi^*\phi')=\mathrm{Im}(\beta^2)|\phi|^2=\beta_r\alpha|\phi|^2 .$$

Integrate from far above the film, where the field vanishes in the upper oxide, to a depth $X$ in the wafer. There $\phi'=i\kappa\phi$, so $\mathrm{Im}(\phi^*\phi')=\kappa_r|\phi|^2$, and

$$\beta_r\alpha\int_{-\infty}^{X}|\phi|^2dx=\kappa_r|\phi(X)|^2 .$$

The left side measures the power lost per unit length by everything above $X$. The right side is the flow through $X$. As $X$ moves down, more decaying field lies above it, so more must flow through. Differentiating with respect to $X$ gives $d|\phi|^2/dX=g|\phi|^2$, the same growth.

If the field died out at large depth, the right side would tend to zero while the integral stayed positive, and $\alpha$ would have to vanish. An inward wave, with $\kappa_r<0$, would make the right side negative and so could not accompany $\alpha>0$. In this lossless structure, a mode with $\beta_r>0$ that vanishes far above the film and decays along $z$ must grow into the wafer.

## Following the light back

The direction of energy flow tells us where the deep light came from. Faraday's law gives a magnetic field proportional to $\nabla\times(E\hat y)/(i\omega)$, and the time-averaged energy flux is then proportional to $\mathrm{Im}(E^*\nabla E)$. In the wafer $\nabla E=i(\kappa,\beta)E$, with components ordered $(x,z)$, so

$$\mathbf S\propto(\kappa_r,\beta_r)\,I(x,z).$$

The flow lines are straight, with slope $dx/dz=\kappa_r/\beta_r$. The line through $(x,z)$ left the surface at

$$z_0=z-x\frac{\beta_r}{\kappa_r}.$$

Because $gx=\alpha x\beta_r/\kappa_r=\alpha(z-z_0)$, the intensity can be rewritten as

$$I(x,z)=I_0e^{\alpha(z-z_0)-\alpha z}=I_0e^{-\alpha z_0}.$$

The intensity does not change along a flow line. It keeps the value set at the point of emission. A vertical cut at fixed $z$ crosses lines that left at successively smaller $z_0$, where the guide held more power. The growth with depth is thus the guide's decay, read backwards. No light is amplified on its way down.

## Why the power is finite

A real guide is excited somewhere, say at $z=0$. No line can start before that, so $z_0\ge0$ and the growth reaches only to the front

$$x_f=\frac{\kappa_r}{\beta_r}z .$$

In this ray picture the power in the wafer at $z$ is, up to a common constant,

$$\beta_rI_0e^{-\alpha z}\int_0^{x_f}e^{gx}dx=\frac{\beta_rI_0}{g}e^{-\alpha z}(e^{\alpha z}-1)=\frac{\kappa_rI_0}{\alpha}(1-e^{-\alpha z}),$$

since $gx_f=\alpha z$ and $\beta_r/g=\kappa_r/\alpha$. The light that has crossed the surface since the start is

$$\kappa_rI_0\int_0^ze^{-\alpha z'}dz'=\frac{\kappa_rI_0}{\alpha}(1-e^{-\alpha z}).$$

The two agree. The infinite power of the pure leaky mode belongs to a guide that has been leaking since $z=-\infty$, with ever more power the farther back one goes.

The front is not perfectly sharp. A wave component $e^{i\kappa x+i\beta(\kappa)z}$, with real $\kappa$ and $\beta=\sqrt{k_0^2n_s^2-\kappa^2}$, has stationary phase at $x=-z\,d\beta/d\kappa=z\kappa/\beta$, which reproduces the front. The second derivative of $\beta$ blurs it over a distance of order $\sqrt{z|\beta''|}$. This grows as $\sqrt z$, whereas the depth of the front grows as $z$.

## How large is the leakage?

Let the film have thickness $w$ and the oxide below it thickness $d$, with thick oxide above. Film and wafer have equal index, so the same $\kappa$ applies in both. In the oxide, of index $n_o$, the field varies as $e^{\pm\gamma x}$ with $\gamma^2=\beta^2-k_0^2n_o^2$.

For weak leakage, start from the bound mode of a film in unlimited oxide. Its field is $A\cos\kappa u$, with $u$ measured from the film centre, and matching at the edge gives $\tan(\kappa w/2)=\gamma/\kappa$. The edge intensity is therefore $C^2=A^2\kappa^2/(\kappa^2+\gamma^2)$. The film contributes $A^2[w/2+\gamma/(\kappa^2+\gamma^2)]$ to $\int|\phi|^2dx$, and the two tails contribute $C^2/\gamma$. Their sum is

$$\int|\phi|^2dx=\frac{A^2}{2}\left(w+\frac2\gamma\right).$$

At the wafer, a tail $Ce^{-\gamma d}(e^{-\gamma x}+re^{\gamma x})$ meets the wave $Ce^{-\gamma d}\,t\,e^{i\kappa x}$. Continuity of field and slope requires $1+r=t$ and $-\gamma(1-r)=i\kappa t$. Eliminating $r$ gives $t=2\gamma/(\gamma-i\kappa)$, so $|\phi(0)|^2=C^2e^{-2\gamma d}\,4\gamma^2/(\gamma^2+\kappa^2)$. The energy balance at $X=0$ then yields

$$\alpha\simeq\frac{8\kappa^3\gamma^2e^{-2\gamma d}}{\beta(w+2/\gamma)(\kappa^2+\gamma^2)^2}.$$

Without the weak-leakage assumption, define $F=\cos\kappa w+(\gamma/\kappa)\sin\kappa w$ and $G=\gamma\cos\kappa w-\kappa\sin\kappa w$, the field and slope at the bottom of the film. Carrying them through the oxide to an outgoing wave gives

$$\gamma F\sinh\gamma d+G\cosh\gamma d=i\kappa\left(F\cosh\gamma d+\frac G\gamma\sinh\gamma d\right),$$

which is solved numerically for complex $\beta$.

## A guide with a thin oxide

Take a photon energy of 0.8 eV, indices 2.6 for silicon carbide and 1.44 for oxide, and $w=350$ nm. An oxide of only $d=250$ nm makes the leakage strong enough to see.

The bound film mode has $\kappa=5.284\times10^{-3}$ nm$^{-1}$, $\gamma=7.008\times10^{-3}$ nm$^{-1}$ and $\beta/k_0=2.250$. The weak-leakage formula gives a loss of 2202 dB/cm. The complex root gives 2205 dB/cm, which is $\alpha=5.078\times10^{-5}$ nm$^{-1}$, or a decay length of 19,700 nm. It also gives $\beta_r=9.129\times10^{-3}$ nm$^{-1}$ and $\kappa_r=5.271\times10^{-3}$ nm$^{-1}$, so

$$g=5.078\times10^{-5}\times\frac{9.129}{5.271}=8.79\times10^{-5}\ \mathrm{nm^{-1}}.$$

The intensity grows by a factor $e$ every 11,400 nm of depth. The light leaves at 30° to the guide.

A second calculation makes no use of the leaky mode. The bound film mode is launched at $z=0$ and expanded in the real modes of a large closed box, found by finite differences on a 10 nm grid. Each propagating mode advances by its own factor $e^{i\beta_mz}$. After three decay lengths, at $z=59{,}100$ nm, the predicted front is 34,100 nm deep. The film power has decayed at $5.08\times10^{-5}$ nm$^{-1}$. A straight-line fit to the logarithm of the wafer intensity, between 0.1 and 0.65 of the front depth, gives a growth rate of $8.79\times10^{-5}$ nm$^{-1}$. The close match owes something to the window: other windows behind the front give values from about $8.0\times10^{-5}$ to $9.4\times10^{-5}$ nm$^{-1}$, because ripples ride on the exponential, so the check confirms $g$ to about 10%.

Local averages, relative to the intensity at the wafer surface, show where the leaky mode applies:

| Depth (nm) | Launched field | Leaky mode |
|---:|---:|---:|
| 6,800 | 1.91 | 1.83 |
| 13,600 | 3.43 | 3.34 |
| 20,500 | 6.78 | 6.08 |
| 47,800 | 0.10 | 67 |

The first three rows follow the exponential to within about 11% of the leaky-mode value. The launched-field entries are good to about 3%: without a grid, in exact continuum modes, these three become about 1.85, 3.33 and 6.6, and the last stays at 0.10. The excess that remains in the third row is mostly a diffraction fringe of the front: a leaky wave cut off at the surface at $z=0$ and propagated through uniform wafer material gives 6.5 there. The averages smooth these fringes; between 0.3 and 0.9 of the front depth the local intensity ranges from about 0.65 to 1.55 times the leaky-mode value. The last row lies beyond the front, where the growth has ended.

The emission history can also be tested by interrupting it. At half the distance, all light in the wafer is erased and the rest of the field is allowed to continue. Light emitted afterwards can reach a depth of about 17,000 nm by the end. Between 0.68 and 0.85 of the original front depth, only 0.3% of the former intensity remains. Between 0.05 and 0.25 of that depth, 99.7% remains. The strong deep field was therefore supplied by the first half of the guide, and the field near the surface by the second.

## The escaping electron

A Gamow state is a decaying quantum state with an outgoing wave. In atomic units write $\psi=\phi(x)e^{-iEt}$ with $E=E_r-i\Gamma/2$, so that $|\psi|^2\propto e^{-\Gamma t}$. Outside the barrier, where the potential is zero, $\phi\propto e^{ikx}$ and $E=k^2/2$. The imaginary part gives $k_rk_i=-\Gamma/2$, and therefore

$$|\psi|^2\propto e^{-2k_ix-\Gamma t}=e^{-\Gamma(t-x/k_r)} .$$

The electron's mass is one in these units, so $k_r$ is its speed. The density at distance $x$ records the well at the earlier time $t-x/k_r$, when it was fuller.

The correspondence with the guide is close. Dividing the slab equation by $-2$ gives

$$-\frac12\phi''-\frac{k_0^2n^2}{2}\phi=-\frac{\beta^2}{2}\phi,$$

a Schrödinger equation with $V=-k_0^2n^2/2$ and $E=-\beta^2/2$. Comparing imaginary parts gives $\Gamma=\beta_r\alpha$, so $\Gamma/\kappa_r$ is again $g$. The transverse problems are identical. The evolution differs, because the guide advances by $e^{i\beta z}$ and the electron by $e^{-iEt}$. The front accordingly moves with slope $\kappa_r/\beta_r$ in one case and speed $k_r$ in the other.

As an example, put a hard wall beside an 8 Å well, closed by a barrier 2.5 Å thick and 2 eV high. The potential is zero in the well and outside. Matching to an outgoing wave gives $E_r=0.417$ eV and $\Gamma=0.0143$ eV, a lifetime of 46 fs. The density grows by a factor $e$ every 177 Å. Direct integration of the time-dependent equation, on a 0.25 Å grid and from an electron confined in the well, gives $\Gamma=0.0143$ eV. After 161 fs the predicted front lies 618 Å beyond the barrier, and a fit behind it gives a growth length of 175 Å, or between about 171 and 182 Å for other choices of the fitting window.

## When absorption enters

If the wafer absorbs with power coefficient $\alpha_s$, then to first order $k_0^2n_s^2$ gains the imaginary part $k_0n_s\alpha_s$. The growth rate becomes

$$g=\frac{\alpha\beta_r-\alpha_sk_0n_s}{\kappa_r}.$$

Deep light still left a brighter guide, but it has been weakened on a longer path. Growth survives if $\alpha\beta_r>\alpha_sk_0n_s$.

Absorption in the film acts in the opposite sense. With coefficient $\alpha_f$ there, the energy balance at the wafer surface becomes

$$\beta_r\alpha\int_{-\infty}^{0}|\phi|^2dx=\kappa_r|\phi(0)|^2+k_0n_f\alpha_f\int_{\rm film}|\phi|^2dx,$$

where $n_f$ is the film index. The total $\alpha$ rises, and it is this total that enters $g$. The wafer field records how much brighter the guide used to be, whether leakage or film absorption made it dimmer.

## Practical wafers

The 250 nm oxide was chosen to make the leakage large; a low-loss guide needs a thicker one. With all else fixed, the model's leakage is 0.060 dB/cm at 1000 nm and $4.9\times10^{-8}$ dB/cm at 2000 nm. These values hold for the electric field in the film plane, with oxide above the film and a silicon carbide wafer below. At 1000 nm, air above the film raises the leakage to 0.077 dB/cm, and a silicon wafer of index 3.48 gives 0.057 dB/cm with the light leaving at about 50°. A leakage of 0.060 dB/cm alone would limit the quality factor of a resonator to roughly $8\times10^6$, so it is negligible only where other losses are well above it. The mode of the same film with the magnetic field in the plane leaks 1.0 dB/cm at 1000 nm and $1.8\times10^{-5}$ dB/cm at 2000 nm. At 1000 nm, a film absorption of 1 dB/cm, taken as a round value, raises the total to 1.03 dB/cm and shortens the growth length from $4.2\times10^8$ to $2.4\times10^7$ nm, provided the wafer is lossless. A wafer loss above about 0.89 dB/cm then ends the growth, so if the wafer absorbs 1 dB/cm like the film, the field decays with depth. Without film absorption, a wafer loss above 0.052 dB/cm would end the growth. For the 1000 nm oxide, lowering the silicon carbide index by 0.05 in both film and wafer multiplies the leakage by 1.68, and the factor is larger for thicker oxide because $\gamma$ enters through $e^{-2\gamma d}$. The quoted losses therefore depend strongly on the rough indices. In c-cut 4H silicon carbide an in-plane field sees the ordinary index, about 2.56; with 2.564 and an oxide index of 1.444 the leakage is 0.089 dB/cm at 1000 nm and $1.1\times10^{-7}$ dB/cm at 2000 nm. A real wafer also has a back face. For a thickness of 500,000 nm and the thin-oxide ray angle, reflected light returns after $1.7\times10^6$ nm of guide. Beyond that the purely outgoing condition needs a back face that absorbs or scatters the light; the change in loss caused by a reflecting face is not calculated here.

A narrow strip breaks the slab assumption in another way, because its light also spreads sideways. Far from a long line source the intensity follows $e^{gr}/r$, with $r$ the distance from the line. Its logarithmic derivative is $g-1/r$, so the intensity first falls and grows only beyond $r=1/g$. If the thin-oxide value of $\kappa$ is kept, the turn comes at 11,400 nm. For the 1000 nm oxide with the absorbing film it would come at $2.4\times10^7$ nm, far deeper than the wafer. There the guide's history is still written in the field, but no growth shows: even without spreading, and in a lossless wafer, it would amount to only 2% across 500,000 nm, and the $1/r$ fall outweighs it.
